# Why Talbot averaging shrinks a square lattice but not a hexagonal one: a numerical check

```python
"""Gap-averaged (displacement Talbot) images of square and hexagonal hole masks.

Result under test: with zero order a0 and one ring of first orders a1, the dose
averaged over one beat length zT = 2 pi/(k-q) is D = a0^2 + a1^2 S^2, where
S = sum_j exp(i G_j.r), k = 2 pi/wavelength and q = sqrt(k^2-|G|^2).
D has period p/sqrt(2) for a square mask of period p, and p for a hexagonal one.
Lengths are in nm; dose is relative to the incident intensity.
"""
import itertools
import math
import numpy as np
from scipy.special import j1

WAVELENGTH = 365.0
PERIOD = 500.0
HOLE = 250.0
GAP = 20000.0
RESIST_INDEX = 1.7
TILT = 1e-4
TRAVEL_ERROR = 0.05
K = 2 * np.pi / WAVELENGTH
GRID = 450
SHAPES = {"square": np.eye(2),
          "hexagonal": np.array([[1.0, 0.0], [0.5, math.sqrt(3) / 2]])}


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


def rings(cell):
    """Order indices grouped by |G|, shortest nonzero ring first."""
    groups = {}
    for mn in itertools.product(range(-3, 4), repeat=2):
        if mn != (0, 0):
            length = np.linalg.norm(np.array(mn) @ reciprocal(cell))
            groups.setdefault(round(length, 9), []).append(mn)
    return sorted(groups.items())


def hole_mask(cell, diameter, n):
    u, v = np.meshgrid(np.arange(n) / n, np.arange(n) / n, indexing="ij")
    mask = np.zeros((n, n))
    for i, j in itertools.product((0, 1), repeat=2):
        x = (u - i) * cell[0, 0] + (v - j) * cell[1, 0]
        y = (u - i) * cell[0, 1] + (v - j) * cell[1, 1]
        mask[np.hypot(x, y) < diameter / 2] = 1.0
    return mask


def propagated_dose(mask, cell, heights, weights=None):
    """Weighted mean of |E|^2 over heights, all Fourier orders kept."""
    n = len(mask)
    index = np.fft.fftfreq(n, 1 / n)
    m, l = np.meshgrid(index, index, indexing="ij")
    b = reciprocal(cell)
    g2 = (m * b[0, 0] + l * b[1, 0])**2 + (m * b[0, 1] + l * b[1, 1])**2
    kz = np.sqrt((K**2 - g2).astype(complex))
    spectrum = np.fft.fft2(mask)
    if weights is None:
        weights = np.ones(len(heights))
    total = np.zeros((n, n))
    for z, w in zip(heights, weights):
        total += w * np.abs(np.fft.ifft2(spectrum * np.exp(1j * kz * z)))**2
    return total / np.sum(weights)


def ring_sum(orders, n, amplitudes=None):
    u, v = np.meshgrid(np.arange(n) / n, np.arange(n) / n, indexing="ij")
    if amplitudes is None:
        amplitudes = np.ones(len(orders))
    return sum(a * np.exp(2j * np.pi * (m * u + l * v))
               for a, (m, l) in zip(amplitudes, orders))


def translations(image):
    """Grid shifts within one mask cell that leave the image unchanged."""
    f = np.fft.fft2(image - image.mean())
    corr = np.fft.ifft2(np.abs(f)**2).real
    return np.argwhere(corr > (1 - 1e-8) * corr[0, 0]) / len(image)


def shortest_period(image, cell):
    lengths = [np.linalg.norm((s + np.array(c)) @ cell)
               for s in translations(image)
               for c in itertools.product((-1, 0, 1), repeat=2)]
    return min(x for x in lengths if x > 1e-6)


def difference_index(orders):
    """Index, in the mask's reciprocal lattice, of the order differences."""
    diffs = [(a[0] - b[0], a[1] - b[1]) for a in orders for b in orders]
    return math.gcd(*[a[0] * b[1] - a[1] * b[0] for a in diffs for b in diffs])


def tangential_transmission(g):
    """Air-to-resist transmission of tangential E for s and p waves."""
    q1 = math.sqrt(K**2 - g**2)
    q2 = math.sqrt((RESIST_INDEX * K)**2 - g**2)
    ts = 2 * q1 / (q1 + q2)
    y1, y2 = K / q1, RESIST_INDEX**2 * K / q2
    return ts, 2 * y1 / (y1 + y2), q2


def vector_dose(cell, orders, a0, a1, n):
    """Unpolarised averaged dose in the resist; mask keeps tangential E."""
    g_len = np.linalg.norm(np.array(orders[0]) @ reciprocal(cell))
    ts, tp, q2 = tangential_transmission(g_len)
    dose = np.full((n, n), (a0 * 2 / (1 + RESIST_INDEX))**2)
    for pol in np.eye(2):
        fields = []
        for mn in orders:
            g = np.array(mn) @ reciprocal(cell)
            p_dir = g / g_len
            s_dir = np.array([-p_dir[1], p_dir[0]])
            et = ts * (pol @ s_dir) * s_dir + tp * (pol @ p_dir) * p_dir
            fields.append([et[0], et[1], -(g @ et) / q2])
        for component in np.array(fields).T:
            dose += 0.5 * a1**2 * np.abs(ring_sum(orders, n, component))**2
    return dose


def contrast(image):
    return (image.max() - image.min()) / (image.max() + image.min())


print(f"wavelength = {WAVELENGTH:.0f} nm; mask period = {PERIOD:.0f} nm")
print(f"hole diameter = {HOLE:.0f} nm; starting gap = {GAP/1000:.0f} um")
rng = np.random.default_rng(4)
results = {}
for name, shape in SHAPES.items():
    cell = PERIOD * shape
    (g1, orders), (g2, _) = rings(cell)[:2]
    q = math.sqrt(K**2 - g1**2)
    beat = 2 * np.pi / (K - q)
    # Period window in which exactly one ring propagates, by counting rings.
    low, high = ((1, math.sqrt(2)) if name == "square"
                 else (2 / math.sqrt(3), 2))
    for factor, expected in ((low * .999, 0), (low * 1.001, 1),
                             (high * .999, 1), (high * 1.001, 2)):
        found = rings(factor * WAVELENGTH * shape)
        assert sum(g < K for g, _ in found) == expected
    assert g1 < K < g2
    # Amplitudes of a circular hole against the transform of the drawn mask.
    area = abs(np.linalg.det(cell))
    a0 = np.pi * HOLE**2 / 4 / area
    x = g1 * HOLE / 2
    a1 = a0 * 2 * j1(x) / x
    mask = hole_mask(cell, HOLE, GRID)
    spectrum = np.fft.fft2(mask) / GRID**2
    c0 = spectrum[0, 0].real
    c1 = np.array([spectrum[o] for o in orders])
    assert abs(c0 / a0 - 1) < 0.01 and np.all(np.abs(c1 / a1 - 1) < 0.01)
    # Full propagation and gap average against the derived dose.
    steps = np.arange(12) / 12 * beat
    average = propagated_dose(mask, cell, GAP + steps)
    S = ring_sum(orders, GRID).real
    assert np.allclose(average, c0**2 + c1[0].real**2 * S**2, atol=1e-8)
    dose = a0**2 + a1**2 * S**2
    assert np.max(np.abs(average - dose)) < 0.02 * dose.max()
    moved = propagated_dose(mask, cell, GAP + 0.37 * beat + steps)
    assert np.allclose(moved, average, atol=1e-8)
    # Periods measured from images: one self-image plane and the average.
    plane = propagated_dose(mask, cell, [math.ceil(GAP / beat) * beat])
    plane_period = shortest_period(plane, cell)
    image_period = shortest_period(average, cell)
    count = len(translations(average))
    assert abs(plane_period - PERIOD) < 1e-6
    target = PERIOD / math.sqrt(2) if name == "square" else PERIOD
    assert abs(image_period - target) < 1e-6
    assert count == difference_index(orders) == (2 if name == "square" else 1)
    # Unequal complex amplitudes do not alter the translation group.
    random = rng.normal(size=len(orders)) + 1j * rng.normal(size=len(orders))
    uneven = np.abs(ring_sum(orders, 90, random))**2
    assert len(translations(uneven)) == count
    # Weight of the mask's own fundamental in the averaged image.
    fundamental = (np.fft.fft2(average)[1, 0] / GRID**2).real / c1[0].real**2
    assert abs(fundamental - (0 if name == "square" else 2)) < 1e-6
    vector = vector_dose(cell, orders, a0, a1, GRID)
    assert len(translations(vector)) == count
    th1 = math.asin(g1 / K)
    th2 = math.asin(g1 / K / RESIST_INDEX)
    tp_angles = (2 * math.cos(th2) /
                 (RESIST_INDEX * math.cos(th1) + math.cos(th2)))
    assert abs(tangential_transmission(g1)[1] - tp_angles) < 1e-12
    # Image shift under tilted light, from the exact axial wavenumbers.
    kt = K * math.sin(TILT)
    q_plus = math.sqrt(K**2 - (kt + g1)**2)
    q_minus = math.sqrt(K**2 - (kt - g1)**2)
    exact_shift = abs(q_plus - q_minus) * GAP / (2 * g1)
    shift = GAP * TILT / math.cos(th1)
    assert abs(exact_shift / shift - 1) < 1e-3
    results[name] = dict(a0=a0, a1=a1, q=q, beat=beat, S=S, dose=dose,
                         average=average, c0=c0, c1=c1[0].real,
                         orders=orders, vector=vector)
    print(f"[{name}]")
    print(f"one-ring window = {low*WAVELENGTH:.1f} to {high*WAVELENGTH:.1f} nm")
    print(f"number of first orders = {len(orders)}")
    print(f"first-order angle in air = {math.degrees(th1):.2f} deg")
    print(f"beat length zT = {beat:.1f} nm")
    print(f"a0 = {a0:.4f}; a1 = {a1:.4f} (relative amplitude)")
    print(f"S minimum, maximum = {S.min():.3f}, {S.max():.3f}")
    print(f"single-plane period = {plane_period:.2f} nm")
    print(f"averaged-image period = {image_period:.2f} nm")
    print(f"translations per mask cell = {count}")
    print(f"fundamental harmonic / a1^2 = {abs(fundamental):.3f}")
    print(f"background dose a0^2 = {a0**2:.4f}")
    print(f"main-peak dose = {dose.max():.4f}")
    print(f"scalar contrast = {contrast(dose):.3f}")
    print(f"vector contrast in resist = {contrast(vector):.3f}")
    print(f"image shift for {TILT*1e3:.1f} mrad tilt = {shift:.2f} nm")
    tail = 1 / math.sqrt(g2**2 - K**2)
    print(f"next-ring amplitude 1/e length = {tail:.1f} nm")

# Square image: product form against the propagated average.
sq = results["square"]
xs = np.arange(GRID) / GRID
X, Y = np.meshgrid(xs, xs, indexing="ij")
product = 16 * np.cos(np.pi * (X + Y))**2 * np.cos(np.pi * (X - Y))**2
assert np.allclose(sq["average"], sq["c0"]**2 + sq["c1"]**2 * product, atol=1e-8)
half = GRID // 2
assert np.allclose(np.roll(sq["S"], (half, half), (0, 1)), -sq["S"])

# Hexagonal image: secondary maximum at the centre of each lattice triangle.
hx = results["hexagonal"]
t = GRID // 3
patch = hx["average"][t - 1:t + 2, t - 1:t + 2]
assert np.argmax(patch) == 4
secondary_S2 = (hx["average"][t, t] - hx["c0"]**2) / hx["c1"]**2
assert abs(secondary_S2 - 9) < 1e-5
print("[hexagonal secondary maximum]")
print(f"S^2 there = {secondary_S2:.3f}")
print(f"dose there = {hx['dose'][t, t]:.4f}")
print(f"scalar ratio to main peak = {hx['dose'][t, t]/hx['dose'][0, 0]:.3f}")
print(f"vector ratio to main peak = {hx['vector'][t, t]/hx['vector'][0, 0]:.3f}")

# Three alternate hexagonal orders alone: a cube-root phase is then allowed.
b_hex = reciprocal(PERIOD * SHAPES["hexagonal"])
by_angle = sorted(hx["orders"], key=lambda o: math.atan2(*(np.array(o) @ b_hex)))
three = by_angle[::2]
assert np.all(np.sum(three, axis=0) == 0)
three_image = np.abs(ring_sum(three, 90))**2
three_period = shortest_period(three_image, PERIOD * SHAPES["hexagonal"])
assert len(translations(three_image)) == 3
assert abs(three_period - PERIOD / math.sqrt(3)) < 1e-6
print(f"period from three alternate orders = {three_period:.2f} nm")

# Wrong travel: spots at (0,0) and (p/2,p/2), worst case over starting gap.
a0, a1, q, beat = (sq[key] for key in ("a0", "a1", "q", "beat"))
travel = (1 + TRAVEL_ERROR) * beat
z = (np.arange(2000) + 0.5) / 2000 * travel
worst = 0.0
for start in np.linspace(0, beat, 201):
    h = GAP + start + z
    zero, first = a0 * np.exp(1j * K * h), 4 * a1 * np.exp(1j * q * h)
    A = np.mean(np.abs(zero + first)**2)
    B = np.mean(np.abs(zero - first)**2)
    worst = max(worst, abs(A - B) / ((A + B) / 2))
ratio = travel / beat
residual = abs(math.sin(np.pi * ratio) / (np.pi * ratio))
predicted = 16 * a0 * a1 * residual / (a0**2 + 16 * a1**2)
assert abs(worst / predicted - 1) < 0.01
print("[square: other checks]")
print(f"travel error = {100*TRAVEL_ERROR:.0f} %")
print(f"cross-term factor left = {residual:.4f}")
print(f"worst neighbour-spot difference = {100*worst:.2f} %")

# Many rings: long smooth average still gives the half-diagonal translation.
WIDE, LONG = 1200.0, 100000.0
wide_cell = WIDE * np.eye(2)
n = 54
wide_mask = hole_mask(wide_cell, WIDE / 2, n)
s = (np.arange(1600) + 0.5) / 1600
wide = propagated_dose(wide_mask, wide_cell, GAP + LONG * s, np.sin(np.pi * s)**2)
change = np.max(np.abs(np.roll(wide, (n // 2, n // 2), (0, 1)) - wide)) / wide.max()
one = propagated_dose(wide_mask, wide_cell, [GAP])
one_change = np.max(np.abs(np.roll(one, (n // 2, n // 2), (0, 1)) - one)) / one.max()
assert change < 2e-3 and one_change > 0.05
print(f"many-ring mask period = {WIDE:.0f} nm; travel = {LONG/1000:.0f} um")
print(f"half-diagonal change, one plane = {one_change:.3f} of peak")
print(f"half-diagonal change, averaged = {change:.1e} of peak")
print(f"resist index used = {RESIST_INDEX:.1f}")
print("done: every assertion held")
```

It prints:

```
wavelength = 365 nm; mask period = 500 nm
hole diameter = 250 nm; starting gap = 20 um
[square]
one-ring window = 365.0 to 516.2 nm
number of first orders = 4
first-order angle in air = 46.89 deg
beat length zT = 1153.0 nm
a0 = 0.1963; a1 = 0.1417 (relative amplitude)
S minimum, maximum = -4.000, 4.000
single-plane period = 500.00 nm
averaged-image period = 353.55 nm
translations per mask cell = 2
fundamental harmonic / a1^2 = 0.000
background dose a0^2 = 0.0386
main-peak dose = 0.3598
scalar contrast = 0.806
vector contrast in resist = 0.765
image shift for 0.1 mrad tilt = 2.93 nm
next-ring amplitude 1/e length = 226.5 nm
[hexagonal]
one-ring window = 421.5 to 730.0 nm
number of first orders = 6
first-order angle in air = 57.45 deg
beat length zT = 790.1 nm
a0 = 0.2267; a1 = 0.1454 (relative amplitude)
S minimum, maximum = -3.000, 6.000
single-plane period = 500.00 nm
averaged-image period = 500.00 nm
translations per mask cell = 1
fundamental harmonic / a1^2 = 2.000
background dose a0^2 = 0.0514
main-peak dose = 0.8128
scalar contrast = 0.881
vector contrast in resist = 0.751
image shift for 0.1 mrad tilt = 3.72 nm
next-ring amplitude 1/e length = 54.6 nm
[hexagonal secondary maximum]
S^2 there = 9.000
dose there = 0.2417
scalar ratio to main peak = 0.297
vector ratio to main peak = 0.296
period from three alternate orders = 288.68 nm
[square: other checks]
travel error = 5 %
cross-term factor left = 0.0474
worst neighbour-spot difference = 5.87 %
many-ring mask period = 1200 nm; travel = 100 um
half-diagonal change, one plane = 0.694 of peak
half-diagonal change, averaged = 1.5e-04 of peak
resist index used = 1.7
done: every assertion held
```
